**Moment-conserving G0W0 by block Lanczos on RPA-derived self-energy moments (BH₃, cc-pVDZ)**

The hole and particle moments T⁽ᵐ⁾ = v Eᵐ vᵀ of the G0W0@HF self-energy (E pole energies, v couplings) are built from RPA response moments η⁽ᵗ⁾ = (X+Y)Ωᵗ(X+Y)ᵀ, with η⁽¹⁾ = D, η⁽ᵗ⁺²⁾ = D(D+4VVᵀ)η⁽ᵗ⁾ and η⁽⁰⁾ from quadrature, where D holds orbital-energy differences and V fitted integrals; n block Lanczos steps per sector on these moments define an effective Hamiltonian. The program asserts that the pole form agrees with the imaginary-frequency integral, that the response and self-energy moments agree with a full Casida solution, and that the three quasiparticle eigenpairs (2a₁′, HOMO, LUMO) of the exact upfolded matrix satisfy the Dyson equation and the weight formula. For n = 1–5 it asserts conservation of T⁽ᵐ⁾ (m ≤ 2n−1) and of Green's function moments (m ≤ 2n+1), monotone sector bounds at mid-gap, and agreement of quasiparticle energies with vector Lanczos; for n ≤ 4 it also asserts the predicted deficiency at the first unconserved order and pole confinement of the moment recursion. Further assertions cover exact recovery of a six-pole model, the a-priori bounds on Ω, the symmetry rank limit of the fifth hole block, the small weight of dropped poles, and the appearance of gap poles at some n under joint compression. The output shows the HOMO energy within about 10⁻⁶ Ha of the 2128-dimensional result at dimension 304, with an ionization energy of 13.35 eV. It also shows two rounding-noise hole poles of total weight 6×10⁻¹³ Ha² removed at n = 5, and a broadened-spectrum distance that is not monotone in n.

## Numerical check

```python
# Moment-conserving G0W0@HF (direct RPA screening), Hartree units.
# Result under test: hole/particle self-energy moments T[m] = v E^m v^T follow from RPA
# moments eta_t = (X+Y) Omega^t (X+Y)^T, with eta_1 = D, eta_{t+2} = D (D+4VV^T) eta_t and
# eta_0 by quadrature; n block Lanczos steps per sector built from T[0..2n-1] alone give a
# symmetric Hamiltonian conserving T[m<=2n-1] and Green's function moments m<=2n+1.
# Symbols: eps orbital energies, D = eps_a - eps_i, B3[P,p,q] fitted integrals, V = B3[P,i,a]^T,
# v couplings, E pole energies, L L^T = T[0], alpha/beta Lanczos blocks, mu mid-gap energy.
import numpy as np
from math import comb
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, df, lib
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
norm = np.linalg.norm
NMAX, R, ETA = 5, 2.25, 0.1

atoms = [('B', (0, 0, 0))] + [('H', (R*np.cos(2*np.pi*k/3), R*np.sin(2*np.pi*k/3), 0)) for k in range(3)]
mol = gto.M(atom=atoms, unit='Bohr', basis='cc-pvdz', verbose=0)
mf = scf.RHF(mol); mf.conv_tol = 1e-11; mf.kernel(); assert mf.converged
C, eps = mf.mo_coeff[:, 1:], mf.mo_energy[1:]          # B 1s frozen
no = mol.nelectron//2 - 1; nmo = len(eps); nv = nmo - no
B3 = np.einsum('Puv,up,vq->Ppq', lib.unpack_tril(df.incore.cholesky_eri(mol, auxbasis='cc-pvdz-ri')), C, C, optimize=True)
naux = B3.shape[0]; I = np.eye(naux)
V = B3[:, :no, no:].reshape(naux, -1).T.copy()
D = (eps[None, no:] - eps[:no, None]).ravel(); nov = len(D)
mu = 0.5*(eps[no-1] + eps[no])
print(f"BH3 r(BH) = {R} bohr, E(RHF) = {mf.e_tot:.6f} Ha")
print(f"active orbitals {nmo}, occ {no}, vir {nv}, pairs {nov}, aux {naux}")
print("eps 2a1', HOMO, LUMO (Ha): %.5f %.5f %.5f" % (eps[0], eps[no-1], eps[no]))
print(f"mu = {mu:.5f} Ha, D range {D.min():.4f} to {D.max():.4f} Ha")

# Reference: full Casida problem J x = (1/Omega) [[A,B],[B,A]] x
K = V @ V.T; A = np.diag(D) + 2*K; Bm = 2*K
lam, x = eigh(np.diag(np.r_[np.ones(nov), -np.ones(nov)]), np.block([[A, Bm], [Bm, A]]))
Om = 1/lam[lam > 0]; x = x[:, lam > 0]*np.sqrt(Om); XpY = x[:nov] + x[nov:]
w = np.sqrt(2)*np.einsum('Ppk,Pn->pkn', B3, V.T @ XpY, optimize=True)
exact = {'h': (w[:, :no].reshape(nmo, -1), (eps[:no, None] - Om).ravel()),
         'p': (w[:, no:].reshape(nmo, -1), (eps[no:, None] + Om).ravel())}
# A-priori bounds on Omega and on the pole energies, free of RPA eigenvectors
Om_ub = np.sqrt(D.max()**2 + 4*D.max()*np.linalg.eigvalsh(V.T @ V).max())
assert D.min() <= Om.min() and Om.max() <= Om_ub
window = {'h': (eps[0]-Om_ub, eps[no-1]-D.min()), 'p': (eps[no]+D.min(), eps[-1]+Om_ub)}
print(f"Omega range {Om.min():.4f} to {Om.max():.4f} Ha, upper bound {Om_ub:.4f} Ha")
for s in 'hp':
    E = exact[s][1]
    print(f"sector {s}: {len(E)} poles, {E.min():.4f} to {E.max():.4f} Ha; window {window[s][0]:.4f} to {window[s][1]:.4f} Ha")
sigma = lambda vE, z: (vE[0]/(z - vE[1])) @ vE[0].T
moment = lambda vE, m: (vE[0]*vE[1]**m) @ vE[0].T

def grid(n, z0):
    t, g = np.polynomial.legendre.leggauss(n)
    return z0*(1+t)/(1-t), g*2*z0/(1-t)**2

# Pole form against the imaginary-frequency integral of G0 and W
S_im = np.zeros((nmo, nmo)); a = mu - eps
for z, g in zip(*grid(100, 1.0)):
    Q4 = 4*V.T @ ((D/(D**2+z*z))[:, None]*V)
    WB = ((I - np.linalg.inv(I+Q4)) @ B3.reshape(naux, -1)).reshape(B3.shape)
    S_im += g/np.pi*np.einsum('Ppk,Pqk->pq', B3*(a/(a*a+z*z)), WB, optimize=True)
dev = abs(S_im - sigma(exact['h'], mu) - sigma(exact['p'], mu)).max()
assert dev < 1e-9
print(f"Sigma(mu): imaginary-axis integral vs pole sum, max dev {dev:.1e} Ha")

# Response moments contracted with V
z0 = np.sqrt(D.min()*D.max())
def eta0_V(n):
    Y = V.copy()
    for z, g in zip(*grid(n, z0)):
        FV = (D/(D**2+z*z))[:, None]*V; Q4 = 4*V.T @ FV
        Y -= 2*g/np.pi*FV @ np.linalg.solve(I+Q4, Q4)
    return Y
ref0 = XpY @ (XpY.T @ V)
errs = [norm(eta0_V(n)-ref0)/norm(ref0) for n in (4, 8, 16, 32)]
assert errs[0] > errs[1] > errs[2] and errs[3] < 1e-12
print(f"z0 = {z0:.4f} Ha; eta0 rel error, 4/8/16/32 points:", " ".join(f"{e:.1e}" for e in errs))
Y = [eta0_V(32), D[:, None]*V]
for t in range(2, 2*NMAX+1):
    Y.append(D[:, None]*(D[:, None]*Y[t-2] + 4*V @ (V.T @ Y[t-2])))
e_eta = max(norm(Y[t] - (XpY*Om**t) @ (XpY.T @ V))/norm(Y[t]) for t in range(len(Y)))
assert e_eta < 1e-11
print(f"eta_t V, t=0..{2*NMAX}: max rel error vs Casida {e_eta:.1e}")
N = [np.einsum('Ppk,Pqk->kpq', B3, ((V.T @ y) @ B3.reshape(naux, -1)).reshape(B3.shape), optimize=True) for y in Y]
T = {}
for s, sl, sg in (('h', slice(0, no), -1), ('p', slice(no, nmo), 1)):
    T[s] = [2*sum(comb(m, t)*sg**t*np.einsum('k,kpq->pq', eps[sl]**(m-t), N[t][sl]) for t in range(m+1))
            for m in range(2*NMAX+1)]
    T[s] = [0.5*(M+M.T) for M in T[s]]
    e = max(norm(T[s][m]-moment(exact[s], m))/norm(T[s][m]) for m in range(2*NMAX+1))
    assert e < 1e-11
    print(f"T[{s}] max rel error {e:.1e}; HOMO diag m=0..3 (Ha^(m+2)):", " ".join(f"{T[s][m][no-1,no-1]:.5f}" for m in range(4)))

def factor(G):
    g, U = np.linalg.eigh(0.5*(G+G.T)); k = g > 1e-10*g.max()
    return np.sqrt(g[k])[:, None]*U[:, k].T, U[:, k]/np.sqrt(g[k]), g[k].min()

def lanczos_moments(Tm, n):
    inner = lambda c, s: sum(c[i].T @ Tm[i+j+s] @ c[j] for i in range(len(c)) for j in range(len(c)))
    b0, inv, g = factor(Tm[0]); c, prev, al, be, gm = [inv], [], [], [], [g]
    for j in range(n):
        M = inner(c, 1); al.append(0.5*(M+M.T))
        if j == n-1: break
        r = [-cm @ al[j] for cm in c] + [np.zeros_like(c[0])]
        for m, cm in enumerate(c): r[m+1] = r[m+1] + cm
        for m, pm in enumerate(prev): r[m] = r[m] - pm @ be[-1].T
        b, inv, g = factor(inner(r, 0)); be.append(b); gm.append(g)
        prev, c = c, [rm @ inv for rm in r]
    return b0.T, al, be, gm

def lanczos_vectors(v, E, n):
    b0, inv, g = factor(v @ v.T); q = [v.T @ inv]; al, be, gm = [], [], [g]
    for j in range(n):
        r = E[:, None]*q[j]; al.append(q[j].T @ r)
        if j == n-1: break
        for _ in range(2):
            for qq in q: r = r - qq @ (qq.T @ r)
        b, inv, g = factor(r.T @ r); be.append(b); gm.append(g); q.append(r @ inv)
    return b0.T, al, be, gm

def compress(L, al, be, n):
    o = np.cumsum([0] + [x.shape[0] for x in al[:n]]); t = np.zeros((o[-1], o[-1]))
    for j in range(n):
        t[o[j]:o[j+1], o[j]:o[j+1]] = al[j]
        if j < n-1:
            t[o[j+1]:o[j+2], o[j]:o[j+1]] = be[j]; t[o[j]:o[j+1], o[j+1]:o[j+2]] = be[j].T
    e, U = np.linalg.eigh(0.5*(t+t.T)); return L @ U[:o[1]], e

def upfold(h, p):
    v = np.hstack([h[0], p[0]]); H = np.diag(np.r_[eps, h[1], p[1]]); H[:nmo, nmo:] = v; H[nmo:, :nmo] = v.T
    return H
def gmoments(H, mmax):
    X = np.eye(len(H), nmo); out = []
    for m in range(mmax+1): out.append(X[:nmo].copy()); X = H @ X
    return out
om = np.linspace(-6, 8, 1401)
def analyse(H):
    e, U = np.linalg.eigh(H); U = U[:nmo]; wt = (U**2).sum(0)
    idx = [np.argmax((U[o]**2).sum(0)) for o in ([0], [no-2, no-1], [no])]
    spec = (ETA/np.pi/((om[:, None]-e)**2 + ETA**2)) @ wt
    return e[idx], wt[idx], 2*wt[e < mu].sum(), spec, U[:, idx], wt.sum()

# Exhausted Krylov space: 6 poles, blocks of 2, three steps recover all poles
rng = np.random.default_rng(1); vt, Et = rng.normal(size=(2, 6)), np.linspace(1, 3, 6)
toy = compress(*lanczos_moments([moment((vt, Et), m) for m in range(6)], 3)[:3], 3)
assert abs(toy[1]-Et).max() < 1e-7
print(f"model, 6 poles in [1,3] Ha, 3 blocks of 2: pole error {abs(toy[1]-Et).max():.1e} Ha")

Hx = upfold(exact['h'], exact['p']); Gx = gmoments(Hx, 2*NMAX+1)
ex, zx, nx, spx, Ux, wx = analyse(Hx)
vall = np.hstack([exact['h'][0], exact['p'][0]]); Eall = np.r_[exact['h'][1], exact['p'][1]]
for e, z, u in zip(ex, zx, Ux.T):        # Dyson equation and renormalization factor
    u = u/norm(u)
    assert norm((np.diag(eps) + sigma((vall, Eall), e)) @ u - e*u) < 1e-9
    assert abs(z - 1/(1 + np.sum((u @ vall)**2/(e-Eall)**2))) < 1e-9

LM = {s: lanczos_moments(T[s], NMAX) for s in 'hp'}
LV = {s: lanczos_vectors(*exact[s], NMAX) for s in 'hp'}
# D3h counting, hole sector: a2'' (12 poles, 3 orbitals) loses 3 directions in the fifth block,
# a1' (29 poles, 6 orbitals) loses 1
assert LV['h'][1][4].shape[0] <= nmo - 4
for s in 'hp':
    print(f"sector {s} block sizes, moments", [x.shape[0] for x in LM[s][1]], "vectors", [x.shape[0] for x in LV[s][1]])
    for name, Lz in (("moments", LM), ("vectors", LV)):
        print(f"sector {s} {name}, least kept eigenvalue T0, b^T b (Ha^2):", " ".join(f"{g:.1e}" for g in Lz[s][3]))
rows, last = [], {}
for n in range(1, NMAX+1):
    tol = 1e-7 if n <= 4 else 1e-5       # rounding in monomial moments grows with n
    raw = {s: compress(*LM[s][:3], n) for s in 'hp'}
    cv = {s: compress(*LV[s][:3], n) for s in 'hp'}
    cm = {}
    for s in 'hp':
        keep = (raw[s][1] > window[s][0]) & (raw[s][1] < window[s][1])
        cm[s] = (raw[s][0][:, keep], raw[s][1][keep])
        if not keep.all():
            wdrop = (raw[s][0][:, ~keep]**2).sum()
            assert wdrop < 1e-8
            print(f"n={n} sector {s}: dropped poles (Ha)", " ".join(f"{q:.3f}" for q in raw[s][1][~keep]), f"weight {wdrop:.1e} Ha^2")
    em = max(norm(moment(cm[s], m)-moment(exact[s], m))/norm(T[s][m]) for s in 'hp' for m in range(2*n))
    assert em < 1e-8
    H = upfold(cm['h'], cm['p']); G = gmoments(H, 2*n+2)
    eg = max(norm(G[m]-Gx[m])/norm(Gx[m]) for m in range(2*n+2)); assert eg < 1e-8
    gap = {}
    for s, sg in (('h', 1), ('p', -1)):
        S = sigma(cm[s], mu)
        assert np.linalg.eigvalsh(sg*(sigma(exact[s], mu)-S)).min() > -tol
        if s in last: assert np.linalg.eigvalsh(sg*(S-last[s])).min() > -tol
        last[s] = S
        assert cv[s][1].min() > exact[s][1].min()-1e-8 and cv[s][1].max() < exact[s][1].max()+1e-8
        if n < NMAX:
            assert raw[s][1].min() > exact[s][1].min()-1e-4 and raw[s][1].max() < exact[s][1].max()+1e-4
            P = LV[s][0]
            for b in LV[s][2][:n]: P = P @ b.T
            pred = P @ P.T; miss = moment(exact[s], 2*n) - moment(cm[s], 2*n)
            assert norm(pred) > 1e-8*norm(T[s][2*n])
            assert norm(miss-pred) < 1e-4*norm(pred) + 1e-10*norm(T[s][2*n])
            gap[s] = pred
    miss2n = max(norm(moment(exact[s], 2*n)-moment(cm[s], 2*n))/norm(T[s][2*n]) for s in 'hp')
    if n < NMAX:
        pred = gap['h'] + gap['p']
        assert norm(Gx[2*n+2]-G[2*n+2]-pred) < 1e-4*norm(pred) + 1e-10*norm(Gx[2*n+2])
    e, z, ne, sp, _, wt = analyse(H)
    dv = abs(e - analyse(upfold(cv['h'], cv['p']))[0]).max(); assert dv < 10*tol
    dist = np.abs(sp-spx).sum()*(om[1]-om[0])/nmo
    rows.append((n, len(H), e, z, ne, dist, em, eg, miss2n, dv, np.trace(last['h']), np.trace(last['p']),
                 cm['h'][1].max(), cm['p'][1].min(), wt))
assert np.all(abs(rows[-1][2]-ex) < abs(rows[0][2]-ex)) and abs(rows[-1][2]-ex)[1:].max() < 1e-3
assert rows[-1][5] < rows[0][5]

print("n, dim, QP energies 2a1' HOMO LUMO (Ha), weights Z")
for r in rows: print(f"{r[0]} {r[1]:4d} " + " ".join(f"{q:.6f}" for q in r[2]) + "  " + " ".join(f"{q:.4f}" for q in r[3]))
print(f"exact {len(Hx)} " + " ".join(f"{q:.6f}" for q in ex) + "  " + " ".join(f"{q:.4f}" for q in zx))
print("n, QP errors 2a1' HOMO LUMO (Ha), valence electrons, total weight")
for r in rows: print(f"{r[0]} " + " ".join(f"{q:+.2e}" for q in r[2]-ex) + f" {r[4]:.5f} {r[14]:.6f}")
print(f"exact valence electrons {nx:.5f}, total weight {wx:.6f}")
print("n, rel err T(m<2n), G(m<2n+2), T(2n); QP dev from vector Lanczos (Ha)")
for r in rows: print(f"{r[0]} {r[6]:.1e} {r[7]:.1e} {r[8]:.1e} {r[9]:.1e}")
print(f"n, tr Sig_h(mu), tr Sig_p(mu), top h pole, low p pole (Ha), L1 spec/orbital (eta={ETA} Ha)")
for r in rows: print(f"{r[0]} {r[10]:.6f} {r[11]:.6f} {r[12]:.4f} {r[13]:.4f} {r[5]:.4f}")
print(f"exact {np.trace(sigma(exact['h'], mu)):.6f} {np.trace(sigma(exact['p'], mu)):.6f}")

# Joint treatment of both sectors: the hull contains the gap, so poles may fall inside it
JM = lanczos_moments([T['h'][m]+T['p'][m] for m in range(2*NMAX)], NMAX)
JV = lanczos_vectors(vall, Eall, NMAX)
count, wgap = [], []
for n in range(1, NMAX+1):
    jm, jv = compress(*JM[:3], n), compress(*JV[:3], n)
    assert len(jm[1]) == len(jv[1]) and abs(jm[1]-jv[1]).max() < 1e-5
    inside = (jm[1] > exact['h'][1].max()) & (jm[1] < exact['p'][1].min())
    count.append(int(inside.sum())); wgap.append((jm[0][:, inside]**2).sum())
    if n == 1: print(f"joint sectors, n=1: poles from {jm[1].min():.4f} to {jm[1].max():.4f} Ha")
print(f"joint sectors, n=1..{NMAX}: poles inside the self-energy gap", count)
print("joint sectors, their summed weight (Ha^2):", " ".join(f"{q:.1e}" for q in wgap))
assert sum(count) > 0 and max(wgap) > 1e-6
print(f"first IP: HF {-eps[no-1]*EV:.4f}, n={NMAX} {-rows[-1][2][1]*EV:.4f}, exact G0W0 {-ex[1]*EV:.4f} eV")
print(f"QP gap: HF {(eps[no]-eps[no-1])*EV:.4f}, n={NMAX} {(rows[-1][2][2]-rows[-1][2][1])*EV:.4f}, exact {(ex[2]-ex[1])*EV:.4f} eV")
print("OK")
```

Output:

```
BH3 r(BH) = 2.25 bohr, E(RHF) = -26.390721 Ha
active orbitals 28, occ 3, vir 25, pairs 75, aux 98
eps 2a1', HOMO, LUMO (Ha): -0.70439 -0.49626 0.06953
mu = -0.21337 Ha, D range 0.5658 to 3.3320 Ha
Omega range 0.5883 to 3.3863 Ha, upper bound 3.7412 Ha
sector h: 225 poles, -4.0907 to -1.0845 Ha; window -4.4455 to -1.0621 Ha
sector p: 1875 poles, 0.6578 to 6.0139 Ha; window 0.6353 to 6.3687 Ha
Sigma(mu): imaginary-axis integral vs pole sum, max dev 2.8e-17 Ha
z0 = 1.3730 Ha; eta0 rel error, 4/8/16/32 points: 8.1e-04 1.2e-06 8.5e-12 2.9e-15
eta_t V, t=0..10: max rel error vs Casida 1.7e-14
T[h] max rel error 9.5e-15; HOMO diag m=0..3 (Ha^(m+2)): 0.07099 -0.15069 0.35578 -0.94888
T[p] max rel error 6.1e-15; HOMO diag m=0..3 (Ha^(m+2)): 0.14453 0.46628 1.73550 7.23666
model, 6 poles in [1,3] Ha, 3 blocks of 2: pole error 3.3e-12 Ha
sector h block sizes, moments [28, 28, 28, 28, 26] vectors [28, 28, 28, 28, 24]
sector h moments, least kept eigenvalue T0, b^T b (Ha^2): 1.8e-04 3.4e-02 1.0e-01 6.1e-09 5.2e-08
sector h vectors, least kept eigenvalue T0, b^T b (Ha^2): 1.8e-04 3.4e-02 1.0e-01 6.0e-09 6.0e-03
sector p block sizes, moments [28, 28, 28, 28, 28] vectors [28, 28, 28, 28, 28]
sector p moments, least kept eigenvalue T0, b^T b (Ha^2): 8.8e-03 3.5e-01 8.5e-01 6.3e-01 9.3e-01
sector p vectors, least kept eigenvalue T0, b^T b (Ha^2): 8.8e-03 3.5e-01 8.5e-01 6.3e-01 9.3e-01
n=5 sector h: dropped poles (Ha) -5.606 3.039 weight 5.6e-13 Ha^2
n, dim, QP energies 2a1' HOMO LUMO (Ha), weights Z
1   84 -0.678969 -0.489112 0.043972  0.9449 0.9590 0.9805
2  140 -0.677819 -0.490394 0.040703  0.9354 0.9516 0.9752
3  196 -0.677543 -0.490526 0.040073  0.9329 0.9501 0.9737
4  252 -0.677504 -0.490544 0.039974  0.9325 0.9499 0.9733
5  304 -0.677505 -0.490549 0.039958  0.9325 0.9499 0.9733
exact 2128 -0.677505 -0.490550 0.039955  0.9325 0.9499 0.9733
n, QP errors 2a1' HOMO LUMO (Ha), valence electrons, total weight
1 -1.46e-03 +1.44e-03 +4.02e-03 6.01777 28.000000
2 -3.14e-04 +1.56e-04 +7.48e-04 6.00631 28.000000
3 -3.81e-05 +2.39e-05 +1.18e-04 6.00336 28.000000
4 +1.22e-06 +6.05e-06 +1.82e-05 6.00291 28.000000
5 +3.10e-07 +1.17e-06 +2.43e-06 6.00282 28.000000
exact valence electrons 6.00280, total weight 28.000000
n, rel err T(m<2n), G(m<2n+2), T(2n); QP dev from vector Lanczos (Ha)
1 2.3e-15 1.5e-15 8.9e-02 2.2e-16
2 5.4e-15 2.2e-15 8.7e-03 5.6e-16
3 9.2e-15 3.9e-15 4.0e-04 1.3e-15
4 1.7e-14 5.8e-15 2.0e-05 2.3e-11
5 3.7e-10 2.4e-12 9.3e-07 2.1e-11
n, tr Sig_h(mu), tr Sig_p(mu), top h pole, low p pole (Ha), L1 spec/orbital (eta=0.1 Ha)
1 0.313077 -0.771605 -1.5253 1.9647 0.0595
2 0.325989 -0.831973 -1.3806 1.4735 0.0565
3 0.327279 -0.840190 -1.1628 1.2563 0.0449
4 0.327382 -0.841359 -1.0846 1.0442 0.0323
5 0.327386 -0.841548 -1.0846 0.9437 0.0346
exact 0.327386 -0.841585
joint sectors, n=1: poles from 0.7114 to 3.1462 Ha
joint sectors, n=1..5: poles inside the self-energy gap [0, 4, 0, 15, 4]
joint sectors, their summed weight (Ha^2): 0.0e+00 5.9e-02 0.0e+00 1.3e-01 6.2e-03
first IP: HF 13.5040, n=5 13.3485, exact G0W0 13.3485 eV
QP gap: HF 15.3959, n=5 14.4358, exact 14.4358 eV
OK
```
